# Gap Reduction of a Two-Dimensional Semiconductor by Its Dielectric Surroundings

## One filled level, one empty level, one polarizable mode

Take a filled level $\varepsilon_v$ and an empty level $\varepsilon_c$ next to a medium with a single polarization mode of energy $\Omega$. The mode responds only to excess charge. With $N=n_v+n_c-1$ excess electrons and coupling $g$,

$$H=\varepsilon_v n_v+\varepsilon_c n_c+\Omega b^\dagger b+gN(b+b^\dagger).$$

Since $N$ is conserved, it can be treated as a number. Setting $\tilde b=b+gN/\Omega$ completes the square:

$$\Omega b^\dagger b+gN(b+b^\dagger)=\Omega\tilde b^\dagger\tilde b-\frac{g^2N^2}{\Omega}.$$

The medium lowers the energy by $g^2/\Omega$ whether an electron is added ($N=1$) or removed ($N=-1$). The quasiparticle gap, which is the cost of creating a separated electron and hole, becomes

$$E_g=E(+1)+E(-1)-2E(0)=\varepsilon_c-\varepsilon_v-\frac{2g^2}{\Omega}.$$

A unit charge displaces the mode to $\langle b\rangle=-g/\Omega$. The potential that this displacement exerts back on the charge is

$$W_p=g\langle b+b^\dagger\rangle=-\frac{2g^2}{\Omega}.$$

The gap therefore changes by $W_p$, the static induced interaction of a unit charge with itself. Half of the change lowers the empty level and half raises the filled one.

A semiconducting layer between two dielectrics behaves in the same way, with many modes and with electrons that can move. Let $\kappa$ be the mean permittivity of the two dielectrics and $r_0$ the screening length of the layer. For a layer of negligible thickness in direct contact with isotropic dielectrics, the result derived below in two ways is

$$\boxed{\delta E_g=-\frac{\ln\kappa}{r_0}}$$

relative to the suspended layer, $\kappa=1$. Atomic units are used, so $r_0$ is in bohr and the energy in hartree. For lengths in Å and energies in eV, the right-hand side is multiplied by $e^2/4\pi\varepsilon_0=14.40$ eV Å.

## First derivation: self-energy in momentum space

**The interaction.** Let the layer be a sheet at $z=0$ with in-plane polarizability $\alpha$ per area, between media $\varepsilon_{\rm top}$ and $\varepsilon_{\rm bot}$. An external charge of unit amplitude and in-plane wavevector $q$ produces a potential $\phi\,e^{-q|z|}$, which solves Laplace's equation on both sides. The in-plane field polarizes the sheet, $\mathbf P=-\alpha\nabla\phi$, and the induced charge is $-\nabla\cdot\mathbf P=\alpha\nabla^2\phi=-\alpha q^2\phi$. The normal displacement jumps by $4\pi$ times the sheet charge:

$$(\varepsilon_{\rm top}+\varepsilon_{\rm bot})\,q\phi=4\pi(1-\alpha q^2\phi).$$

With $\kappa=(\varepsilon_{\rm top}+\varepsilon_{\rm bot})/2$ and $r_0=2\pi\alpha$, solving for $\phi$ gives

$$W_\kappa(q)=\frac{2\pi}{q(\kappa+r_0q)}.$$

The surroundings dominate the screening for $q\ll\kappa/r_0$, and the layer dominates it for $q\gg\kappa/r_0$.

**The self-energy.** To lowest order in the coupling to the polarization modes, an electron in state $n$ can jump virtually to an empty state $m$ while it excites a mode. This lowers its energy by $g^2|M_{nm}|^2/(\Omega+\varepsilon_m-\varepsilon_n)$, where $M_{nm}$ is the overlap of the cell-periodic parts of the two states. If $m$ is filled, the jump is forbidden, but there is another effect. While $n$ was empty, the electron in $m$ could jump virtually into it and lower the total energy. Occupying $n$ blocks this process, which raises the energy of $n$ by $g^2|M_{nm}|^2/(\Omega+\varepsilon_n-\varepsilon_m)$.

If $\Omega$ is large compared with the electronic energy differences, both denominators become $\Omega$. Since $g^2/\Omega=-W_p/2$, the contributions are $+\tfrac12W_p|M_{nm}|^2$ for empty $m$ and $-\tfrac12W_p|M_{nm}|^2$ for filled $m$. With occupations $f_m$, one factor $(\tfrac12-f_m)$ covers both cases.

Now sum over all modes and subtract the suspended layer. The bare Coulomb interaction is the same in both systems, so the difference of the induced parts is $\delta W=W_\kappa-W_1$, and

$$\delta\Sigma_n=\sum_m\int\!\frac{d^2q}{(2\pi)^2}\,|M_{nm}(q)|^2\left(\tfrac12-f_m\right)\delta W(q).$$

The bare bands, the structure and $r_0$ are held fixed.

**The integral.** At small $q$, the states at $\mathbf k$ and $\mathbf k-\mathbf q$ overlap almost completely within one band and hardly at all between bands. Setting these overlaps to 1 and 0 leaves $m$ in the same band as $n$. The empty edge then moves by $\delta\Sigma_c=+\tfrac12\delta W(r{=}0)$ and the filled edge by $\delta\Sigma_v=-\tfrac12\delta W(r{=}0)$. Their difference is

$$\delta E_g=\int\!\frac{d^2q}{(2\pi)^2}\,\delta W(q)
=\int_0^\infty\!\frac{q\,dq}{2\pi}\,\frac{2\pi}{q}\left[\frac1{\kappa+r_0q}-\frac1{1+r_0q}\right].$$

The factors $q$ and $2\pi$ cancel. Up to a cutoff $Q$,

$$\int_0^Q\!dq\left[\frac1{\kappa+r_0q}-\frac1{1+r_0q}\right]
=\frac1{r_0}\left[\ln\frac{\kappa+r_0Q}{1+r_0Q}-\ln\kappa\right].$$

As $Q\to\infty$ the first logarithm vanishes, and $\delta E_g=-\ln\kappa/r_0$ remains. Each term alone would diverge as $\ln Q$. The difference is finite because, with a polarizability $\alpha$ that does not depend on $q$, the layer dominates the screening at short wavelengths, whatever surrounds it.

**Which momenta matter.** The fraction $f$ of the reduction collected below $q=x/r_0$ follows from the same integral:

$$\ln\frac{\kappa(1+x)}{\kappa+x}=f\ln\kappa
\quad\Rightarrow\quad x=\frac{\kappa(\kappa^f-1)}{\kappa-\kappa^f}.$$

For $f=\tfrac12$ this is $x=\sqrt\kappa$. The approach to the full value is slow, since the integrand falls only as $1/q^2$. The overlaps at larger $q$ therefore deserve a calculation.

**Finite overlaps.** Consider a massive Dirac band edge with half-gap $\Delta$ and $\ell=\hbar v/\Delta$. For $\mathbf q$ along $x$,

$$H(q)=\Delta\begin{pmatrix}1&\ell q\\ \ell q&-1\end{pmatrix},\qquad \varepsilon_\pm=\pm\Delta\sqrt{1+\ell^2q^2}.$$

Other directions add only phases, which drop out of $|M|^2$ at the band edge. At $q=0$ the conduction state is $(1,0)$. At $q$ it is $(\cos\tfrac\theta2,\sin\tfrac\theta2)$ with $\tan\theta=\ell q$. Hence $|M_{cc}|^2=\cos^2\tfrac\theta2$ and $|M_{cv}|^2=\sin^2\tfrac\theta2$. These enter $\delta\Sigma_c$ with weights $+\tfrac12$ and $-\tfrac12$, which gives

$$\tfrac12\left(\cos^2\tfrac\theta2-\sin^2\tfrac\theta2\right)=\tfrac12\cos\theta=\frac{1}{2\sqrt{1+\ell^2q^2}}.$$

The valence edge has the opposite sign. The gap reduction $D=-\delta E_g$ becomes

$$D=\int_0^\infty\!\frac{dq}{\sqrt{1+\ell^2q^2}}\left[\frac1{1+r_0q}-\frac1{\kappa+r_0q}\right].$$

Put $x=\ell q$ in each term, with $b=\ell/r_0$ in the first and $b=\kappa\ell/r_0$ in the second. Each term is then $S(b)/r_0$, where

$$S(b)=\int_0^\infty\!\frac{dx}{(x+b)\sqrt{1+x^2}}.$$

Let $u=(1-bx)/(x+b)$. Then $du/dx=-(1+b^2)/(x+b)^2$ and $1+u^2=(1+b^2)(1+x^2)/(x+b)^2$, so that

$$\frac{d}{dx}\,\mathrm{arsinh}\,u=-\frac{\sqrt{1+b^2}}{(x+b)\sqrt{1+x^2}}.$$

As $x$ runs from 0 to $\infty$, $u$ runs from $1/b$ to $-b$. Therefore

$$S(b)=\frac{\mathrm{arsinh}\,b+\mathrm{arsinh}(1/b)}{\sqrt{1+b^2}},\qquad D=\frac{S(\ell/r_0)-S(\kappa\ell/r_0)}{r_0}.$$

For small $b$, $\mathrm{arsinh}(1/b)\approx\ln(2/b)$ and $\mathrm{arsinh}\,b\approx b$. To first order in $\ell/r_0$,

$$D\approx\frac1{r_0}\left[\ln\kappa-(\kappa-1)\frac{\ell}{r_0}\right].$$

The logarithm is thus the leading term for $\kappa\ell\ll r_0$. Interband mixing weakens the effect in two equal parts: the overlap within the band falls by $\sin^2\tfrac\theta2$, and the other band contributes $\sin^2\tfrac\theta2$ with the opposite sign.

## Second derivation: image charges in a slab

**The charging energy.** Now treat the layer as a slab of permittivity $\varepsilon_l$ and thickness $d$ in a uniform medium $\kappa$, and the added carrier as a classical point charge at its centre. Let $\phi_{\rm ind}$ be the induced potential at the position of a unit charge. If the charge is built up from 0 to $\pm1$, linear response gives the work

$$\int_0^1\lambda\,\phi_{\rm ind}\,d\lambda=\tfrac12\phi_{\rm ind}$$

for either sign. An electron and a distant hole together cost $\phi_{\rm ind}$. The gap changes by the difference of $\phi_{\rm ind}$ between the medium $\kappa$ and vacuum.

**One interface.** For a unit charge in $\varepsilon_l$, the potential on its own side of a plane interface is that of the charge plus an image of strength $p$ at the mirror point, both divided by $\varepsilon_l$. On the far side it is that of a charge $p'$ at the original position, divided by $\kappa$. Continuity of the potential and of the normal displacement requires

$$\frac{1+p}{\varepsilon_l}=\frac{p'}{\kappa},\qquad 1-p=p'.$$

Eliminating $p'$ gives $p=(\varepsilon_l-\kappa)/(\varepsilon_l+\kappa)$.

**Two interfaces.** The planes lie at $z=\pm d/2$. The charge at $z=0$ has images of strength $p$ at $z=\pm d$. The image at $+d$ is reflected in the lower plane to $-2d$ with strength $p^2$, and so on. There are two images of strength $p^n$ at distance $nd$ for each $n\ge1$. They give

$$\phi_{\rm ind}=\frac{2}{\varepsilon_l d}\sum_{n=1}^\infty\frac{p^n}{n}=-\frac{2}{\varepsilon_l d}\ln(1-p),\qquad 1-p=\frac{2\kappa}{\varepsilon_l+\kappa}.$$

The direct potential of the charge in the slab material does not depend on $\kappa$ and has been left out. Subtracting the value for $\kappa=1$,

$$\delta E_g=-\frac{2}{\varepsilon_l d}\left[\ln\kappa-\ln\frac{\varepsilon_l+\kappa}{\varepsilon_l+1}\right].$$

**The sheet limit.** The slab has in-plane polarizability $\alpha=(\varepsilon_l-1)d/4\pi$ per area, so $2\pi\alpha=(\varepsilon_l-1)d/2$. At finite $\varepsilon_l$ the screening length is not unique: for a charge at the centre, the term linear in $q$ of the screening has the coefficient $(\varepsilon_l^2-\kappa^2)d/2\varepsilon_l$. Both lengths approach $\varepsilon_ld/2$ for large $\varepsilon_l$. Let $d\to0$ and $\varepsilon_l\to\infty$ with $r_0$ fixed. Then $\varepsilon_ld/2\to r_0$, the second logarithm vanishes, and $\delta E_g\to-\ln\kappa/r_0$ as before.

The images also show where the logarithm comes from. For $\varepsilon_l\gg\kappa$, $\ln p\approx-2\kappa/\varepsilon_l$, so an image at height $z=nd$ has strength

$$p^n\approx e^{-2\kappa n/\varepsilon_l}=e^{-\kappa z/r_0}.$$

The sum of $1/z$ over images is cut off near $z=r_0/\kappa$ instead of $z=r_0$. The ratio of the two cutoff lengths is $\kappa$, and a sum of $1/z$ turns this ratio into $\ln\kappa$.

**A strongly screening medium.** For $\kappa\to\infty$ the sheet formula grows without limit, but the slab formula tends to the finite reduction $(2/\varepsilon_ld)\ln(\varepsilon_l+1)$. The nearest images cannot come closer than $d$. The Dirac formula is bounded too, since $S(b)\to0$ for large $b$ and $D\to S(\ell/r_0)/r_0$. The opposite limit, $\kappa\to1$, gives the linear law $D\approx(\kappa-1)/r_0$ for the sheet.

## What each derivation assumes

Both derivations assume a linear static response, an unchanged layer, and no charge transfer or hybridization with the surroundings. They take the surrounding media to be isotropic and to touch the layer. A gap between layer and dielectric weakens the effect markedly: for a sheet with $r_0=45$ Å and $\kappa=3$, an empty gap of 1 Å on each side lowers the reduction from 0.352 to 0.278 eV, and a gap of 3 Å lowers it to 0.227 eV. They also take the polarizability of the layer, $\alpha$ or $\varepsilon_l$, to be the same at all wavelengths. In a real layer it falls at large $q$, so the formulas are most reliable for the long-wavelength part of the shift. Beyond that they differ.

The first treats Bloch electrons to lowest order in the coupling to the polarization. It needs overlaps close to their ideal values and zero thickness, but it allows different media above and below. The second needs neither bands nor perturbation theory in the coupling. It keeps the thickness, but it fixes the carrier at a point in the middle of the slab and gives it no kinetic energy.

They agree because, in the static limit with ideal overlaps, the self-energy no longer depends on how the electron moves. The polarization follows the electron at once, so a Bloch electron gains the same energy as a fixed charge. If the average charge density of the spread-out electron were used instead, the gain would vanish in a large layer.

**Numbers.** Take round model parameters $\varepsilon_l=15$ and $d=6$ Å, and set $r_0=\varepsilon_ld/2=45$ Å. For $\kappa=3$,

$$D=\frac{14.40}{45}\ln3=0.320\times1.099=0.352\ \text{eV}=0.0129\ \text{hartree}.$$

The conduction edge falls by 0.176 eV and the valence edge rises by the same amount.

For the overlaps, take $\Delta=1$ eV and $\ell=4$ Å. The first-order formula gives $0.320\,(1.099-2\times4/45)=0.295$ eV, and the full expression with $S(b)$ gives 0.311 eV. The correction is 11% of the sheet value. First order overestimates it, since $\kappa\ell/r_0=0.27$ is not very small.

For the thickness, the slab formula gives $0.320\,[1.099-\ln(18/16)]=0.314$ eV, also 11% below the sheet value. This percentage depends on the choice $r_0=\varepsilon_ld/2$. That choice is close to the long-wavelength screening length of the suspended slab for a charge at its centre, $(\varepsilon_l^2-1)d/2\varepsilon_l=44.8$ Å. With the in-plane value $r_0=(\varepsilon_l-1)d/2=42$ Å the sheet value is 0.377 eV, and the slab value lies 17% below it. The two corrections belong to separate models, and their joint effect has not been calculated here.

| $\kappa$ | sheet (eV) | Dirac (eV) | slab (eV) |
|---|---|---|---|
| 1.5 | 0.130 | 0.119 | 0.120 |
| 2 | 0.222 | 0.201 | 0.202 |
| 3 | 0.352 | 0.311 | 0.314 |
| 5 | 0.515 | 0.442 | 0.444 |

The near equality of the last two columns reflects the parameters. To first order the corrections to $\ln\kappa$ are $(\kappa-1)\ell/r_0$ and $(\kappa-1)/\varepsilon_l$, with $\ell/r_0=0.089$ and $1/\varepsilon_l=0.067$. For $\kappa=3$ these give 0.178 and 0.133, a third apart. Higher orders reduce the first more than the second, and the full corrections are 0.125 and 0.118.

**The static condition.** For $\kappa=3$, half of the sheet reduction comes from $q<0.038$ Å$^{-1}$. The recoil energy $\Delta(\sqrt{1+\ell^2q^2}-1)$ at this momentum is 0.012 eV. To collect 90% one must go to 0.36 Å$^{-1}$, where the recoil energy is 0.75 eV and $\ell q=1.4$. The virtual interband processes involve energies of at least $2\Delta=2$ eV. The polarization must be fast on these scales for the static formula to hold throughout. The electronic polarization of a wide-gap dielectric meets this condition well: with a single pole in its permittivity at 5 to 20 eV and a static $r_0$, the Dirac value 0.311 eV changes by at most 0.002 eV. The polarization of the layer itself starts at $2\Delta$ and is not fast on the interband scale. If $r_0$ has a single pole at 8 or 4 eV and the dielectric one at 10 eV, the Dirac value rises to 0.316 or 0.346 eV. Lattice modes, with energies of tens of meV, respond almost statically only at small $q$, where the recoil energy is well below the mode energy. With $\kappa$ built from the electronic permittivities, the formula estimates the electronic part of the shift. The lattice can add a sizeable further shift, which has to be calculated with the finite mode energy in the denominators.

## The exciton sees a smaller shift

The same change of interaction weakens the attraction between electron and hole. In the effective-mass model, the pair energy is the lowest eigenvalue of

$$H_{\rm pair}=E_g-\frac{\hbar^2}{2\mu}\nabla^2-W_\kappa(r).$$

To find the sign of the net shift, write $1/(\kappa+r_0q)=\int_0^\infty ds\,e^{-(\kappa+r_0q)s}$. The factor $2\pi e^{-qz}/q$ is the in-plane transform of the vacuum Coulomb potential $1/\sqrt{r^2+z^2}$ at height $z$. With $z=r_0s$,

$$W_\kappa(r)=\int_0^\infty\!ds\,\frac{e^{-\kappa s}}{\sqrt{r^2+r_0^2s^2}}.$$

This is the exponential distribution of images found above, now seen from a distance $r$. For $\kappa>1$ the integrand decreases when $\kappa$ is raised, so $\delta W(r)<0$. The size of $\delta W(r)$ is largest at $r=0$, where it equals $\ln\kappa/r_0$.

The pair Hamiltonian changes by $\delta W(0)-\delta W(r)$, which is negative for $r>0$. By the variational principle the optical gap falls. The part $-\delta W(r)$ is positive, so the binding energy falls as well, and the optical gap moves by less than the quasiparticle gap.

For the Dirac edge, expanding $\varepsilon_+-\varepsilon_-$ to second order in $q$ gives $2\Delta+\Delta\ell^2q^2$. Hence $\hbar^2/2\mu=\Delta\ell^2=16$ eV Å$^2$, or $\mu=0.24\,m_e$. The lowest eigenvalue of the radial equation, found by finite differences on a uniform grid, gives a binding energy of 0.516 eV for the suspended layer and 0.252 eV for $\kappa=3$. The loss of 0.264 eV offsets most of the 0.352 eV reduction of the quasiparticle gap. The optical gap falls by about 0.09 eV, a quarter of the quasiparticle shift. This estimate uses the sheet formula for the gap and leaves out the overlap and thickness corrections. Either of them alone lowers the quasiparticle shift by about 0.04 eV but hardly changes the loss of binding energy, which is 0.262 eV with the Dirac dispersion and overlaps and 0.265 eV with the slab interaction. The optical shift then drops to about 0.05 eV, a sixth of the quasiparticle shift. The optical shift is a small difference of two larger numbers, so the quarter is a rough figure for the sheet model.
